Cancellation of valence-valence terms in the first-order density of an insulator

Suppose the response of an insulator's density is computed by first finding the complete first-order change of every occupied orbital. Perturbation theory then mixes each valence orbital with the other valence orbitals as well as with the empty ones, and each valence–valence mixing coefficient carries an energy difference between two valence levels in its denominator. In a crystal these differences can be small: a perturbation of long wavelength couples nearby crystal momenta in the same band, whose energies approach each other as the wavelength grows, and at a degeneracy the coefficient has no finite value if the perturbation couples the degenerate states. In the model treated below, one pair of valence levels only 0.0159 hartree apart gives two density terms of magnitude 12.5 bohr⁻¹ at a point where the whole response is −0.075 bohr⁻¹. The large terms have opposite signs, and their sum is zero. They need never be computed, because the response depends on the conduction part of the first-order orbitals alone.

Let the one-electron Hamiltonian depend on a real, dimensionless strength λ,

H(λ) = H⁰ + λV¹ + O(λ²),

where H⁰ and V¹ are Hermitian. The N lowest orbitals ψ_v(λ) hold two electrons each, one of each spin, and a gap separates them from the empty orbitals for all λ near zero. The scalar product does not depend on λ. For a crystal I take a finite periodic supercell, so that the label v includes the crystal momentum and all sums over valence orbitals are finite. The perturbation may mix different crystal momenta. A superscript 0 denotes a value at λ = 0, and a superscript 1 a first derivative with respect to λ at λ = 0. The density is

n(r) = 2 Σ_v |ψ_v(r)|²,

and the projectors on the unperturbed valence and conduction spaces are

Pv = Σ_v |ψ⁰_v⟩⟨ψ⁰_v|,  Pc = 1 − Pv.

The claim is

n¹(r) = 4 Re Σ_v ψ⁰_v*(r) [Pc ψ¹_v](r).

Before anything is differentiated, the occupied orbitals must be known to have derivatives. Individual eigenstates can fail here: if two valence levels are degenerate at λ = 0 and the perturbation splits them, the eigenstates just after λ = 0 may be finite mixtures of the ones we started from. The occupied space as a whole has no such difficulty. Its projector is

P(λ) = (1/2πi) ∮ dz [z − H(λ)]⁻¹,

with a fixed counterclockwise contour that encloses the occupied energies and crosses the real axis in the gap. No eigenvalue touches the contour for small λ, so P(λ) is differentiable and its rank stays N. Now project the unperturbed orbitals, φ_v(λ) = P(λ)ψ⁰_v. Their overlap matrix S_uv = ⟨φ_u|φ_v⟩ equals the unit matrix at λ = 0 and is therefore positive definite nearby, so the orbitals

ψ_v(λ) = Σ_u φ_u(λ) [S(λ)^(−1/2)]_uv

exist and are differentiable. They are orthonormal because S^(−1/2) S S^(−1/2) = 1, and they span the occupied space because there are N of them in it.

These orbitals need not be eigenstates of H(λ), but they give the correct density. If U is unitary, replacing ψ_v by Σ_u ψ_u U_uv changes the sum of squares into

Σ_v |Σ_u ψ_u U_uv|² = Σ_uw ψ_u* ψ_w Σ_v U_uv* U_wv = Σ_u |ψ_u|²,

since Σ_v U_uv* U_wv = δ_uw. Any differentiable orthonormal set spanning the occupied space may thus be used, provided that all its members have the same occupation.

Differentiating the density gives

n¹ = 2 Σ_v [ψ⁰_v* ψ¹_v + ψ⁰_v ψ¹_v*] = 4 Re Σ_v ψ⁰_v* ψ¹_v.

One factor of two comes from spin and the other from adding the complex conjugate. Next, split the first-order orbital with 1 = Pv + Pc:

ψ¹_v = Σ_u ψ⁰_u c_uv + Pc ψ¹_v,  c_uv = ⟨ψ⁰_u|ψ¹_v⟩,

where u runs over the valence orbitals. The valence part of the density response is then

n¹_val = 2 Σ_uv [ψ⁰_v* ψ⁰_u c_uv + ψ⁰_v ψ⁰_u* c_uv*].

Both indices run over the same set, so they may be exchanged in the second term, which becomes ψ⁰_u ψ⁰_v* c_vu*. Hence

n¹_val = 2 Σ_uv ψ⁰_v* ψ⁰_u (c_uv + c_vu*).

The bracket is fixed by orthonormality. The condition ⟨ψ_u(λ)|ψ_v(λ)⟩ = δ_uv holds for every small λ, so its derivative vanishes:

⟨ψ¹_u|ψ⁰_v⟩ + ⟨ψ⁰_u|ψ¹_v⟩ = c_vu* + c_uv = 0.

Therefore n¹_val = 0 at every point r, and the claim follows.

To see the cancellation pair by pair, define the density term that valence orbital u contributes through the change of orbital v,

t_uv(r) = 4 Re[ψ⁰_v*(r) ψ⁰_u(r) c_uv].

Inserting c_vu = −c_uv* gives

t_vu = 4 Re[ψ⁰_u* ψ⁰_v c_vu] = −4 Re[(ψ⁰_v* ψ⁰_u c_uv)*] = −t_uv,

because a number and its conjugate have the same real part. For u = v, the condition c_vv + c_vv* = 0 makes c_vv imaginary. It describes a change of phase, and t_vv = 4|ψ⁰_v|² Re c_vv = 0.

Physically, the valence part of the first-order orbitals is an infinitesimal rotation within the filled space. When orbital v acquires an amount c_uv of orbital u, the two stay orthogonal only if u acquires the amount c_vu = −c_uv* of v, which for a real coefficient is the same amount with the opposite sign. The density of a uniformly filled space cannot register such a rotation. For the particular set built above, the rotation is even absent. Differentiating P² = P gives P¹Pv + PvP¹ = P¹, and multiplying by Pv on both sides gives 2PvP¹Pv = PvP¹Pv, so PvP¹Pv = 0. The overlap matrix is S_uv = ⟨ψ⁰_u|P(λ)|ψ⁰_v⟩, whose first derivative is consequently zero. It follows that ψ¹_v = P¹ψ⁰_v and c_uv = 0. In another set the individual c_uv may be large, but their total effect on the density is the same: none.

When the valence levels are nondegenerate, one may instead follow the eigenstates themselves. Differentiating H(λ)ψ_v = ε_v(λ)ψ_v gives

(H⁰ − ε_v)ψ¹_v + V¹ψ⁰_v = ε¹_v ψ⁰_v,

where ε_v without a superscript or argument is the unperturbed energy. The scalar product with ψ⁰_u, for u ≠ v, yields

(ε_u − ε_v)c_uv + V_uv = 0,  so  c_uv = V_uv/(ε_v − ε_u),

with V_uv = ⟨ψ⁰_u|V¹|ψ⁰_v⟩. Hermiticity gives V_vu* = V_uv, while the denominator changes sign when u and v are exchanged. This again gives c_vu* = −c_uv. For a given coupling V_uv, the closer the two levels, the larger both coefficients of the pair, but the sum of the two density terms remains zero. This route breaks down at a degeneracy with V_uv ≠ 0, whereas the argument from orthonormality does not.

The conduction part still has to be found, and it obeys an equation that also survives degeneracy. Take any differentiable orthonormal set that starts from the eigenstates ψ⁰_v. Since H(λ) maps the occupied space into itself,

H(λ)ψ_v(λ) = Σ_u ψ_u(λ) Λ_uv(λ),  Λ_uv(0) = ε_v δ_uv.

The first derivative at λ = 0 is

H⁰ψ¹_v + V¹ψ⁰_v = ε_v ψ¹_v + Σ_u ψ⁰_u Λ¹_uv.

Apply Pc. It removes the last sum and commutes with H⁰, which leaves the Sternheimer equation in its projected form,

(H⁰ − ε_v) Pcψ¹_v = −Pc V¹ψ⁰_v.

On the conduction space the operator on the left has eigenvalues ε_c − ε_v, and the gap keeps them positive. The solution is therefore unique and does not depend on how the valence orbitals were rotated as λ grew. Written out,

Pcψ¹_v = −Σ_c ψ⁰_c ⟨ψ⁰_c|V¹|ψ⁰_v⟩/(ε_c − ε_v).

The sum over empty states can be avoided by solving the linear equation. On the full space, however, H⁰ − ε_v is singular, since it annihilates ψ⁰_v. One therefore solves

(H⁰ + αPv − ε_v) y_v = −Pc V¹ψ⁰_v,

with α larger than the valence bandwidth. On valence orbital u the operator has eigenvalue ε_u − ε_v + α, which is then positive. Because the right-hand side has no valence component, each valence component of y_v, multiplied by this positive number, must be zero. So Pv y_v = 0, the added term does not act on the solution, and y_v = Pcψ¹_v whatever the permitted value of α.

The formula also conserves charge. Integrating it over the supercell gives 4 Re Σ_v ⟨ψ⁰_v|Pcψ¹_v⟩, and each scalar product vanishes because Pcψ⁰_v = 0.

In density functional perturbation theory, V¹ is the total first-order potential: the applied part plus the part induced by n¹ through the Hartree and exchange-correlation potentials. The derivation asked of V¹ only that it be Hermitian, so it applies unchanged as long as the self-consistent potential is differentiable in λ. What changes is the procedure, since V¹ and n¹ now depend on each other and must be found together, usually by iteration.

A one-dimensional model shows the sizes involved. Five cells of length a = 4 bohr form a supercell of length L = 20 bohr with crystal potential −0.6 cos(2πx/a) hartree. Ten electrons fill the five orbitals of the lowest band. The perturbing potential, to be multiplied by λ, is

V¹(x) = cos(2πx/L) + 0.5 sin(4πx/L) hartree.

The orbitals acquire a phase π/2 on crossing the supercell. This boundary twist makes them complex and removes the degeneracy between opposite crystal momenta. The valence energies are −0.1314, −0.1155, −0.0867, −0.0526 and −0.0276 hartree, and the gap above them is 0.605 hartree.

The coefficients c_uv were obtained by diagonalizing H(λ) at small positive and negative λ and differentiating the eigenvectors. Each eigenvector was deliberately given a phase that varies with λ, so that the diagonal coefficients are not zero. The phase of c_uv for u ≠ v depends on the arbitrary phases of ψ⁰_u and ψ⁰_v, while its magnitude and the density term t_uv do not. For orbitals 1 and 2, with the phases used here, the result is

c₁₂ = −31.30,  c₂₁ = +31.30.

Their level spacing is −0.115491 + 0.131356 = 0.015865 hartree, so the coupling is V₁₂ = c₁₂(ε₂ − ε₁) = −31.30 × 0.015865 = −0.497 hartree. It is the small denominator that makes the coefficient large. At x = 0, the grid point where the valence contributions of the separate orbitals are largest in total magnitude, the two density terms are

t₁₂ = +12.526 bohr⁻¹,  t₂₁ = −12.526 bohr⁻¹.

Summing over u for each orbital v gives the valence parts, in bohr⁻¹,

−17.0727 + 9.1829 + 0.8897 − 5.3162 + 12.3163 = 0.0000.

Before rounding, the computed sum is 5.5 × 10⁻⁸ bohr⁻¹, a residue of the numerical differentiation. The conduction parts from the Sternheimer equation are, in the same order and unit,

0.0134 + 0.0124 + 0.0008 − 0.0334 − 0.0681 = −0.0749.

Differentiating the density of the diagonalized Hamiltonian, without splitting it into parts, also gives −0.0749 bohr⁻¹. Over the whole supercell the two results differ by at most 7 × 10⁻¹¹ bohr⁻¹, while the largest response is about 0.59 bohr⁻¹ (0.588 bohr⁻¹ at the points of the grid used). The valence part of orbital 1 alone is more than 200 times the total response at x = 0, where the response happens to be small, and still about 29 times the largest response in the supercell, so an error of 1% in it, unless cancelled by errors in the other valence parts, would exceed the whole response at x = 0.

With the twist removed, the second and third valence levels become degenerate to rounding error, as do the fourth and fifth. The perturbation separates the second and third at a rate of 0.485 hartree per unit λ, so the expression V_uv/(ε_v − ε_u) is useless for this pair. The conduction formula still agrees with the differentiated density to 7 × 10⁻¹¹ bohr⁻¹.

To test the self-consistent case, a mean-field potential g n(x) with g = 0.5 hartree bohr was added, so that V¹ contains the induced potential g n¹(x). The ground state was recomputed with this potential, and its gap is 0.416 hartree. At x = 0 the iterated Sternheimer response and the derivative of the self-consistent density are both −0.123 bohr⁻¹. Leaving out the induced potential, with the same ground state, gives −0.147 bohr⁻¹. The induced potential thus alters the value of the response but not the cancellation.

Equal occupation is essential. Suppose the orbitals are nondegenerate eigenstates with fixed occupations f_v, counting both spins, so that n = Σ_v f_v|ψ_v|². The valence part of the response is now Σ_uv 2f_v Re[ψ⁰_v* ψ⁰_u c_uv]. The diagonal terms still vanish. The two terms of a pair have real parts of opposite sign but different weights, which leaves

n¹_val = Σ_{u<v} 2(f_v − f_u) Re[ψ⁰_v* ψ⁰_u c_uv].

With one electron instead of two in the top valence orbital of the model, this remainder reaches 6.16 bohr⁻¹, and the differentiated density confirms it. A metal with partly filled levels has such terms too, and its occupations may themselves respond to the perturbation. The insulator formula therefore cannot be carried over to it unchanged.

The scalar product must also be independent of λ. If the orbitals instead satisfy ⟨ψ_u|S(λ)|ψ_v⟩ = δ_uv, where S(λ) is now an overlap operator that changes with the perturbation, define c_uv = ⟨ψ⁰_u|S⁰|ψ¹_v⟩ and take Σ_u ψ⁰_u c_uv as the valence part of ψ¹_v, which means that the valence projector is now Σ_v |ψ⁰_v⟩⟨ψ⁰_v|S⁰. Differentiation then gives

c_uv + c_vu* = −⟨ψ⁰_u|S¹|ψ⁰_v⟩.

The valence part of 2 Σ_v |ψ_v|² becomes −2 Σ_uv ψ⁰_v* ψ⁰_u ⟨ψ⁰_u|S¹|ψ⁰_v⟩, which must be kept. The equation for the conduction part changes as well, its source containing (V¹ − ε_v S¹)ψ⁰_v in place of V¹ψ⁰_v. This situation arises with ultrasoft pseudopotentials when atoms are displaced, and there 2 Σ_v |ψ_v|² is only part of the density, the rest being the augmentation charge.

A final condition concerns the real part. It belongs to a real λ and a Hermitian V¹. Calculations at a wavevector q use a complex amplitude such as V¹ = exp(iqx), understood as the response to cos(qx) plus i times the response to sin(qx). The density amplitude is then complex in general, and taking its real part would leave only the response to cos(qx). If H⁰ is real, as it is for a spinless Hamiltonian with time-reversal symmetry, and the boundary conditions are real too, so that −k occurs together with every k (true at zero twist, not at twist π/2), all unperturbed orbitals can be chosen real. For a real local potential V¹, the explicit solution above then makes every Pcψ¹_v real, so that

n¹ = 4 Σ_v ψ⁰_v* Pcψ¹_v

holds without the symbol Re. With Pcψ¹_v defined by the Sternheimer equation, the right-hand side is linear in V¹, so it remains valid for a complex local amplitude. It also keeps its value when the real orbitals are replaced by Bloch orbitals. Such a change is a unitary rotation among orbitals of equal energy, for which the operator taking V¹ψ⁰_v to Pcψ¹_v is the same, and the rotation matrices cancel in the sum as they did for the density. The numerical check confirms this form for a complex wave at zero twist.

Calculated quantities

```
cell length 4.0 bohr, cells 5, grid points 85
crystal potential amplitude 0.60 hartree
boundary twist 1.570796 rad
valence energies (hartree): [-0.131356 -0.115491 -0.086727 -0.052623 -0.027551]
valence bandwidth 0.103805 hartree
gap in supercell 0.604654 hartree
chosen phase rates (rad per unit lam): [0.3 0.6 0.9 1.2 1.5]
sample point x = 0.000000 bohr
largest pair there: orbitals 1 and 2
  c[1,2] = -31.299266-0.000000j (dimensionless)
  c[2,1] = 31.299266-0.000000j (dimensionless)
  density term t[1,2] = +12.526187 1/bohr
  density term t[2,1] = -12.526187 1/bohr
orbital, valence part, conduction part of n1 (1/bohr):
  1  -17.072740  +0.013396
  2  +9.182948  +0.012405
  3  +0.889680  +0.000756
  4  -5.316197  -0.033351
  5  +12.316310  -0.068120
sum of valence parts +5.5e-08 1/bohr
sum of conduction parts -0.074915 1/bohr
n1 from differentiated density -0.074915 1/bohr
largest |n1| in supercell 0.588312 1/bohr
integral of n1 +3.4e-15 electrons
Largest deviations in the tests:
  c + c^dagger: 1.5e-07 (dimensionless)
  c against perturbation formula: 8.8e-07
  pair antisymmetry: 5.9e-08 1/bohr
  Sternheimer orbitals (unit-norm vectors): 6.1e-10
  change of alpha from 2 to 5 hartree: 6.4e-16
  n1 formula against direct: 6.7e-11 1/bohr
Unequal occupations, top valence orbital holding 1 electron:
  largest surviving valence term 6.158155 1/bohr
  deviation with that term included 2.8e-08 1/bohr
Zero twist, degenerate valence levels 2 and 3:
  unperturbed splitting 6.8e-16 hartree
  splitting per unit lam 0.485106 hartree
  deviation of n1 7.2e-11 1/bohr
  deviation for complex perturbation 1.7e-10 1/bohr
Self-consistent model, coupling 0.50 hartree bohr:
  gap in supercell 0.415707 hartree
  n1 at sample point, direct -0.122778 1/bohr
  n1 at sample point, formula -0.122778 1/bohr
  without induced potential -0.147367 1/bohr
  largest deviation 7.0e-11 1/bohr
```
